# Bond-Valence Sum of Tin(IV) with Six Oxygen Neighbours

## Question

In the bond-valence model, each bond between a metal atom and an oxygen atom is given a number \(s\), its valence, which depends on the bond length \(R\) alone. The valences of all bonds at an atom are added, and the sum \(V\) is compared with the atom's formal valence. Two empirical rules fix \(s(R)\):

- a bond of length \(R_0\) has \(s=1\);
- a small lengthening \(\mathrm dR\) lowers \(s\) by the fraction \(\mathrm dR/b\), with the same \(b\) at every length.

For tin(IV) bonded to oxygen take \(R_0=1.905\) Å and \(b=0.37\) Å. A tin atom in fully oxidised tin oxide has \(N=6\) oxygen neighbours at \(R=2.05\) Å. Count the nearest shell of oxygens only, unless told otherwise. Valences are pure numbers, quoted in valence units (v.u.).

## Part (a)

**Derive \(s(R)\) from the two rules, and write the sum for \(N\) equal bonds.**

*Model answer.* The second rule reads

\[
\frac{\mathrm ds}{s}=-\frac{\mathrm dR}{b}.
\]

The minus sign is there because a longer bond is weaker. Integrating from \(R_0\), where \(s=1\), to \(R\) gives

\[
\ln s(R)-\ln 1=-\frac{R-R_0}{b}
\quad\Longrightarrow\quad
s(R)=\exp\!\left(\frac{R_0-R}{b}\right).
\]

Lengthening a bond by \(b\) therefore divides its valence by \(e\). For \(N\) equal bonds,

\[
V=N\exp\!\left(\frac{R_0-R}{b}\right).
\]

Only a ratio of lengths enters, so the formula is the same in bohr and in angstrom. The exponential follows from the stated rules; the rules themselves are empirical and are not derived here from quantum mechanics. Nor is \(V\) the electric charge on the atom: each \(s\) is the share of valence assigned to one bond, and \(V\) is the total of these shares, to be compared with the formal valence.

## Part (b)

**Show, without using an exponential key, that the six bonds sum to approximately four.**

*Model answer.* Define

\[
x=\frac{R-R_0}{b}=\frac{2.05-1.905}{0.37}=\frac{0.145}{0.37}=\frac{29}{74}=0.391892 ,
\]

so that \(V=6e^{-x}\). The series is

\[
e^{-x}=1-x+\frac{x^2}{2}-\frac{x^3}{6}+\frac{x^4}{24}-\cdots
=\sum_{k=0}^{\infty}(-1)^k t_k,\qquad t_k=\frac{x^k}{k!}.
\]

Since \(t_{k+1}/t_k=x/(k+1)<1\), the terms fall in size while their signs alternate. If the series is stopped after \(k=3\), the missing part is

\[
(t_4-t_5)+(t_6-t_7)+\cdots>0,
\]

so the partial sum is too small. If it is stopped after \(k=4\), the missing part is \(-(t_5-t_6)-(t_7-t_8)-\cdots<0\), so the partial sum is too large. The successive partial sums are

- to power 1: \(0.608108\);
- to power 2: \(0.684898\);
- to power 3: \(0.674867\);
- to power 4: \(0.675849\).

Multiplying the last two by six encloses the answer:

\[
4.0492<V<4.0551 .
\]

The full exponential gives \(s=0.67578\) v.u. per bond and

\[
V=6\times0.67578=4.0547\ \text{v.u.}
\]

This exceeds four by 0.0547 v.u., or 1.37 per cent of four. The required approximate agreement is shown. Put per bond, an equal division of valence four among six bonds would be \(4/6=0.66667\) v.u., and a bond of 2.05 Å carries slightly more than that.

## Part (c)

**Find the common bond length at which the sum would be four, and the length at which it would be two. What does the comparison say about the oxidation state?**

*Model answer.* Divide the sum rule by \(N\), take the logarithm and solve for \(R\):

\[
\ln\frac VN=\frac{R_0-R}{b}
\quad\Longrightarrow\quad
R=R_0-b\ln\frac VN=R_0+b\ln\frac NV .
\]

For \(V=4\),

\[
R=1.905+0.37\ln\frac64=2.0550\ \text{Å}=0.2055\ \text{nm},
\]

which is 0.0050 Å longer than the given bond. For \(V=2\),

\[
R=1.905+0.37\ln 3=2.3115\ \text{Å}.
\]

The given length lies far closer to the first value than to the second, so the structure is consistent with tin(IV). The argument has a limit: \(R_0\) was chosen for tin(IV) at the outset. The sum thus tests whether that assignment agrees with the geometry. The 2.3115 Å is what this one curve gives for a sum of two, and is not a prediction of bond lengths in tin(II) oxide.

## Part (d)

**How sensitive is the sum to \(R\), \(R_0\) and \(b\)? Use the result to judge the excess found in (b).**

*Model answer.* The exponent is \((R_0-R)/b\). Its derivatives with respect to \(R\), \(R_0\) and \(b\) are \(-1/b\), \(+1/b\) and \(-(R_0-R)/b^2\). Each multiplies \(V\):

\[
\frac{\partial V}{\partial R}=-\frac Vb,\qquad
\frac{\partial V}{\partial R_0}=+\frac Vb,\qquad
\frac{\partial V}{\partial b}=\frac{V(R-R_0)}{b^2}.
\]

With the numbers of the question,

\[
\frac Vb=\frac{4.0547}{0.37}=10.959\ \text{v.u./Å},\qquad
\frac{V(R-R_0)}{b^2}=\frac{4.0547\times0.145}{0.37^2}=4.295\ \text{v.u./Å}.
\]

To first order, an increase of 0.01 Å changes the sum by

- \(-0.110\) v.u. if all six bonds lengthen;
- \(+0.110\) v.u. if \(R_0\) grows;
- \(+0.043\) v.u. if \(b\) grows.

In each case the other two quantities are held fixed. The dependence on \(b\) is weaker because \(R\) is close to \(R_0\); at \(R=R_0\) it would vanish, since \(s=1\) there for any \(b\).

The excess of 0.0547 v.u. corresponds to a length change of \(0.0547/10.959=0.0050\) Å, in agreement with (c). A length quoted as 2.05 Å may stand for anything from 2.045 to 2.055 Å. The sum then runs from 4.1098 down to 4.0002 v.u., so rounding of the input alone can account for nearly the whole excess. The third and fourth decimals of \(V\) serve to check arithmetic and carry no chemical information.

## Part (e)

**The six bonds are now unequal, but their mean length stays at 2.05 Å. Show that the sum cannot fall below its equal-bond value. Evaluate it for three bonds longer and three shorter by \(d=0.05\) Å.**

*Model answer.* Write \(R_i=R+\delta_i\) with \(\sum_i\delta_i=0\). Then

\[
V'=\sum_{i=1}^{6}e^{(R_0-R-\delta_i)/b}
=e^{(R_0-R)/b}\sum_{i=1}^{6}e^{-\delta_i/b}.
\]

The function \(e^{-y}\) is convex and lies on or above its tangent at \(y=0\), so \(e^{-y}\ge1-y\). Hence

\[
\sum_{i=1}^{6}e^{-\delta_i/b}\ \ge\ \sum_{i=1}^{6}\left(1-\frac{\delta_i}{b}\right)
=6-\frac1b\sum_{i=1}^{6}\delta_i=6 ,
\]

and \(V'\ge V\). Equality requires every \(\delta_i=0\). Physically, a shortened bond gains more valence than an equally lengthened bond loses.

For the stated pattern,

\[
V'=3s\left(e^{-d/b}+e^{d/b}\right)=6s\cosh\frac db=V\cosh\frac db .
\]

With \(d/b=0.05/0.37\) this gives \(V'=4.0917\) v.u., a rise of 0.037 v.u. For \(d\ll b\), \(\cosh(d/b)\approx1+d^2/(2b^2)\), so the rise is of second order in the spread. A common shift of all six bonds acts in first order, so for displacements small against \(b\) it matters more at equal size: lengthening all six bonds by 0.05 Å lowers the sum by 0.51 v.u.

## Part (f)

**Place the tin atom in a rutile lattice with tetragonal edges \(a,a,c\), six equal bonds of 2.05 Å and \(c/a=0.67\), a rough value for tin dioxide. In fractions of the edges, tin sits at \((0,0,0)\) and \((\tfrac12,\tfrac12,\tfrac12)\), and oxygen at \(\pm(u,u,0)\) and \(\pm(\tfrac12+u,\tfrac12-u,\tfrac12)\). Find \(u\) and \(a\), the valence sum at oxygen, and the size of what the nearest-shell rule leaves out.**

*Model answer.* The tin atom at the origin has two oxygens at \(\pm(u,u,0)\). Lattice translations of the other oxygens give four more, displaced by \(\tfrac12-u\) in size along both \(a\) edges and by \(\tfrac12\) along \(c\). The squared distances are

\[
2u^2a^2\qquad\text{and}\qquad 2\left(\tfrac12-u\right)^2a^2+\tfrac14c^2 .
\]

Set them equal, divide by \(a^2\), and write \(\gamma=c/a\):

\[
2u^2=\tfrac12-2u+2u^2+\tfrac14\gamma^2
\quad\Longrightarrow\quad
u=\tfrac14+\tfrac18\gamma^2=0.3061 .
\]

From \(R=\sqrt2\,u\,a\),

\[
a=\frac{2.05}{\sqrt2\times0.3061}=4.735\ \text{Å},\qquad c=0.67\,a=3.173\ \text{Å}.
\]

A cell holds two tin atoms with six bonds each, hence twelve bonds, shared by four oxygens that are equivalent by symmetry. Each oxygen has three bonds, and its sum is

\[
V_{\rm O}=3s=\tfrac12V=2.0273\ \text{v.u.},
\]

close to the formal valence two. This is not independent evidence: each bond counts once at tin and once at oxygen. With all tin atoms equivalent, all oxygens equivalent and two oxygens per tin, \(V_{\rm O}=V/2\) whatever the bond lengths, so the relative excess is the same at both atoms.

The next oxygens are at \((u-1,u,0)\) and the three positions related to it by symmetry. Their distance is

\[
a\sqrt{(1-u)^2+u^2}=3.591\ \text{Å}.
\]

One such contact would carry 0.0105 v.u. Adding \(s(R)\) numerically over all oxygens outside the first shell gives 0.088 v.u.; the sum converges within a few cells because \(s\) decays exponentially. This exceeds the 0.0547 v.u. by which \(V\) differs from four. It should not be added to \(V\), since the parameters are meant for nearest-shell sums. It shows instead that agreement at the level of a few hundredths depends on keeping the counting rule and the parameters together.

## Part (g)

**The bonds vibrate. Treat one Sn–O pair as a harmonic oscillator of reduced mass \(\mu\) and angular frequency \(\omega\), with its mean length held at 2.05 Å. Find the thermal average of the sum at 300 K and at 450 K, the latter a rough resist-bake temperature. Take \(\hbar\omega=0.07\) eV as a rough value.**

*Model answer.* Let \(q\) be the change of length. Then \(\langle V\rangle=V\langle e^{-q/b}\rangle\), because the sum is linear in the single-bond valences. Write \(q=\ell(\hat a+\hat a^\dagger)\) with \(\ell^2=\hbar/(2\mu\omega)\) (in atomic units \(\hbar=1\)), and set \(\kappa=-\ell/b\). Since \([\hat a^\dagger,\hat a]=-1\) commutes with both operators,

\[
e^{\kappa(\hat a^\dagger+\hat a)}=e^{\kappa\hat a^\dagger}e^{\kappa\hat a}\,e^{-\kappa^2[\hat a^\dagger,\hat a]/2}
=e^{\kappa^2/2}\,e^{\kappa\hat a^\dagger}e^{\kappa\hat a}.
\]

In thermal equilibrium level \(n\) has probability \((1-z)z^n\), with \(z=e^{-\hbar\omega/k_BT}\). Only terms with equally many \(\hat a^\dagger\) and \(\hat a\) survive the average, and

\[
\langle\hat a^{\dagger m}\hat a^m\rangle=(1-z)\sum_{n\ge m}\frac{n!}{(n-m)!}z^n
=(1-z)\,z^m\frac{\mathrm d^m}{\mathrm dz^m}\frac1{1-z}=m!\,\bar n^m,\qquad \bar n=\frac z{1-z}.
\]

Therefore

\[
\langle e^{\kappa\hat a^\dagger}e^{\kappa\hat a}\rangle=\sum_m\frac{\kappa^{2m}}{(m!)^2}\,m!\,\bar n^m=e^{\kappa^2\bar n},
\]

and, with \(2\bar n+1=(1+z)/(1-z)=\coth(\hbar\omega/2k_BT)\),

\[
\langle V\rangle=V e^{\kappa^2(2\bar n+1)/2}=V\exp\!\left(\frac{\sigma^2}{2b^2}\right),\qquad
\sigma^2=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.
\]

Here \(\sigma^2=\ell^2(2\bar n+1)=\langle q^2\rangle\). At low temperature \(\coth\to1\) and the zero-point motion remains; at high temperature \(\sigma^2\to k_BT/(\mu\omega^2)\), the classical value.

Masses of 118.71 u and 15.999 u give \(\mu=14.10\) u. At 300 K, \(\sigma=0.0492\) Å, so

\[
\frac{\sigma^2}{2b^2}=\frac{0.0492^2}{2\times0.37^2}=0.0088,
\]

and the sum rises by 0.036 v.u. At 450 K, \(\sigma=0.0543\) Å and the rise is 0.044 v.u. Both rises are measured from the rigid-bond value 4.0547 v.u. They assume a fixed mean length. They include the zero-point motion, so the effect of heating from 300 K to 450 K is only their difference, 0.008 v.u. By (d), a mean lengthening of about \(0.008/10.959\approx0.0007\) Å over that interval would cancel it, so the model does not settle the sign of the full temperature effect. Nor should either rise be added to the sum in (b) as a correction: bond-valence parameters are fitted to measured crystal structures, whose bond lengths are usually distances between the mean positions of vibrating atoms, so a typical vibrational contribution is already absorbed in the fitted parameters.

These numbers give orders of magnitude only. They depend on the rough \(\hbar\omega\): between 0.06 and 0.08 eV the rise at 300 K goes from 0.045 to 0.030 v.u., and the heating effect from 0.012 to 0.005 v.u. The model also keeps only motion along the bond. If 2.05 Å is instead the distance between mean positions, relative motion across the bond makes the mean length larger. With the same rms amplitude \(\sigma\) in each of the two transverse directions, the lengthening is about \(\sigma^2/R=0.0012\) Å at 300 K, and the rise drops from 0.036 to 0.023 v.u.

## Part (h)

**In an organotin resist before exposure, a tin atom may have five oxygens and one carbon. Assign the Sn–C bond valence one. Can the result of (b) be carried over? Comment on its use for a real film.**

*Model answer.* It cannot. The five oxygens must now supply three units. If all were at 2.05 Å they would supply \(5\times0.67578=3.3789\) v.u., and the total would be 4.3789 v.u., well above four. If the five bonds are equal, the inversion formula gives their common length:

\[
R=1.905+0.37\ln\frac53=2.094\ \text{Å}.
\]

Within this model, five equal Sn–O bonds at such a centre would be about 0.04 Å longer than those in the oxide. If the five are unequal, some may be shorter than this, but by the argument of (e) their mean length cannot be below 2.094 Å.

The six-oxygen calculation describes the oxide limit, towards which a tin-based resist moves as exposure and baking remove organic ligands and link tin atoms through oxygen. A bond length near 2.05 Å and \(c/a\) near 0.67 are typical rough values for crystalline tin dioxide. A real resist film is disordered and can retain carbon and hydroxyl groups, so it cannot be taken for granted that every tin atom has six oxygens at one length. Removing one oxygen, with the other five held at 2.05 Å and nothing put in its place, lowers the sum by 0.68 v.u. That is far more than the effect of the 0.05 Å spread in (e) or of the vibration in (g). For such a film the coordination must be known before a sum near four can be read as support for tin(IV).
